\section*{Magic widths for suppressing TM lateral leakage in shallow silicon ribs, part 1}

(Sections cited here and not found follow in the second part.)

\section{What the two walls radiate}

\textbf{Q.} A rib confines its TM-like mode because the slab is thicker under the rib than beside it. Why should such a mode leak sideways at all?

\textbf{A.} Because the slab beside the rib also carries waves of the other polarization. Let the layers be normal to $y$, let the mode travel along $z$, and let the rib occupy $|x|<W/2$. The silicon thickness is $h_1$ in the rib and $h_2=h_1-d$ outside it, with a small etch depth $d$. The two walls are vertical and are mirror images of each other. All fields vary as $\exp(i\beta z-i\omega t)$, with $k_0=\omega/c=2\pi/\lambda$ and $\beta=k_0N$.

The TM slab index is larger in the core than in the sides, and $N$ lies between the two values. The TM part therefore decays outside the rib. In a thin silicon slab, however, the fundamental TE wave has a much larger index than the TM wave. If $n_{\rm TE}^{\rm side}$ is its value in the sides, a TE wave with the same $\beta$ has the lateral wavenumber
\begin{equation}
q=k_0\sqrt{(n_{\rm TE}^{\rm side})^2-N^2},
\end{equation}
which is real when $N<n_{\rm TE}^{\rm side}$. Such a wave carries power away. I assume that this TE0 wave is the one open channel: $N$ exceeds the cladding index, the side TM index and the indices of all higher slab orders.

\textbf{Q.} An open channel is harmless if nothing feeds it. TE and TM waves are independent in a slab.

\textbf{A.} They are independent in a uniform slab. A vertical wall met at an oblique angle couples them, and the fields show how. Put $\mathbf h=Z_0\mathbf H$, with $Z_0$ the vacuum impedance. For nonmagnetic materials of relative permittivity $\varepsilon(y)$, Maxwell's equations are
\begin{equation}
\nabla\times\mathbf E=ik_0\mathbf h,\qquad
\nabla\times\mathbf h=-ik_0\varepsilon\mathbf E .
\end{equation}
A TE slab wave has $E_y=0$. Write $\mathbf E=\nabla\times(\hat{\mathbf y}F)=(-\partial_zF,\,0,\,\partial_xF)$ with $F\propto\varphi(y)g(x)e^{i\beta z}$ and
\begin{equation}
g''+(\kappa^2-\beta^2)g=0 .
\label{eq:g}
\end{equation}
Then $(\partial_x^2+\partial_z^2)F=-\kappa^2F$, so the $y$ component of the first Maxwell equation is
\begin{equation}
\partial_zE_x-\partial_xE_z=-(\partial_x^2+\partial_z^2)F=\kappa^2F=ik_0h_y .
\end{equation}
I normalize by $h_y=\varphi g$, which gives $F=ik_0\varphi g/\kappa^2$. Hence $E_z=\partial_xF$ and $E_x=-i\beta F=k_0\beta\varphi g/\kappa^2$. The $z$ component of the same equation is $-\partial_yE_x=ik_0h_z$. Together,
\begin{equation}
\text{TE:}\quad h_y=\varphi g,\quad
E_z=\frac{ik_0\varphi g'}{\kappa^2},\quad
h_z=\frac{i\beta\varphi'g}{\kappa^2}.
\label{eq:te}
\end{equation}
The $x$ component of the second Maxwell equation, $\partial_yh_z-i\beta h_y=-ik_0\varepsilon E_x$, becomes after division by $i\beta g/\kappa^2$
\begin{equation}
\varphi''+k_0^2\varepsilon\varphi=\kappa^2\varphi .
\label{eq:phi}
\end{equation}
So $\kappa=k_0n$, where $n$ is the slab index of the wave.

\textbf{Q.} And the TM waves?

\textbf{A.} They have $h_y=0$, so I write $\mathbf h=\nabla\times(\hat{\mathbf y}G)$. The $y$ component of the second equation is $\kappa^2G=-ik_0\varepsilon E_y$. With $E_y=\psi g/\varepsilon$ this gives $G=-ik_0\psi g/\kappa^2$, hence $h_z=\partial_xG$ and $h_x=-i\beta G=-k_0\beta\psi g/\kappa^2$. The $z$ component, $-\partial_yh_x=-ik_0\varepsilon E_z$, supplies $E_z$:
\begin{equation}
\text{TM:}\quad E_y=\frac{\psi g}{\varepsilon},\quad
E_z=\frac{i\beta\psi'g}{\varepsilon\kappa^2},\quad
h_z=-\frac{ik_0\psi g'}{\kappa^2}.
\label{eq:tm}
\end{equation}
The $x$ component of the first equation, $\partial_yE_z-i\beta E_y=ik_0h_x$, then gives $\varepsilon(\psi'/\varepsilon)'+k_0^2\varepsilon\psi=\kappa^2\psi$.

At a wall of constant $x$ the tangential components $E_y,E_z,h_y,h_z$ are continuous. Both polarizations contribute to $E_z$, through different profiles: $\varphi$ for TE and $\psi'/\varepsilon$ for TM. The TM contribution carries a factor $\beta$, so it disappears at normal incidence. At oblique incidence a mismatch of the TM part of $E_z$ has to be made up by TE waves. That is the feed.

\textbf{Q.} You now have two walls. What fixes the relative sign of what they emit?

\textbf{A.} Mirror symmetry does. Under $x\to-x$ the electric field transforms as an ordinary vector and the magnetic field as an axial vector. The fundamental TM-like mode has $E_y$ even in $x$. The same symmetry class has $E_z$ even and $h_y$, $h_z$ odd. In \eqref{eq:tm} this means an even $g$. In \eqref{eq:te} it means an odd $g$, and then $E_z\propto g'$ is even as required. The TE0 part of the core field is therefore
\begin{equation}
h_y=A_0\varphi_{10}(y)\sin px,\qquad
p=k_0\sqrt{n_{\rm TE}^2-N^2},
\label{eq:p}
\end{equation}
where $n_{\rm TE}$ is the TE0 index of the core slab. The first subscript of $\varphi$ names the region, 1 for the core and 2 for the sides, and the second names the order.

\textbf{Q.} One order will not satisfy the wall conditions at every height $y$.

\textbf{A.} No, so I keep all orders first and drop terms afterwards. Distant metal lids above and below make the set of orders discrete. The TE profiles of one region are orthogonal and are normalized to $\int\varphi_{in}^2\,dy=1$. For $n\ge1$ the core functions are $s_n(x)=\sinh\gamma_nx$ and the outside functions decay. For $n=0$, $s_0=\sin px$ in the core, and outside
\begin{equation}
h_y=B_0\varphi_{20}(y)\,e^{iq(x-W/2)},\qquad x>W/2 .
\end{equation}
Continuity of $h_y$ at $x=W/2$ involves TE waves alone, since TM waves have no $h_y$:
\begin{equation}
\sum_nA_n\varphi_{1n}s_n(W/2)=\sum_nB_n\varphi_{2n}.
\end{equation}
Multiplying by $\varphi_{20}$ and integrating over $y$ leaves
\begin{equation}
B_0=\sum_nO_{0n}A_ns_n(W/2),\qquad
O_{0n}=\int\varphi_{20}\varphi_{1n}\,dy .
\label{eq:hy}
\end{equation}

\textbf{Q.} How large are the unwanted overlaps?

\textbf{A.} Take \eqref{eq:phi} for $\varphi_{1n}$ and multiply by $\varphi_{20}$. Take it for $\varphi_{20}$ and multiply by $\varphi_{1n}$. Subtract and integrate. The derivative terms form $(\varphi_{20}\varphi_{1n}'-\varphi_{1n}\varphi_{20}')'$, whose integral vanishes at the lids. What remains is
\begin{equation}
O_{0n}=\frac{k_0^2\int(\varepsilon_1-\varepsilon_2)\varphi_{20}\varphi_{1n}\,dy}
{\kappa_{1n}^2-\kappa_{20}^2}.
\label{eq:over}
\end{equation}
The permittivities differ over the etched height $d$ and nowhere else. For $n\ge1$ the denominator stays finite as $d\to0$, so $O_{0n}$ is of order $d$. Completeness gives $\sum_nO_{0n}^2=1$, hence $1-O_{00}$ is of order $d^2$. For a 220~nm silicon slab etched by 20~nm in oxide, at a wavelength of 1550~nm, $O_{00}=0.998$.

\textbf{Q.} Then $B_0\approx A_0\sin(pW/2)$, provided the higher $A_n$ are not large. You have not shown that.

\textbf{A.} The condition on $E_z$ settles their order. Set the inside field equal to the outside field, project on $\varphi_{20}$ and divide by $ik_0$. With \eqref{eq:te} this gives
\begin{equation}
\sum_nO_{0n}\frac{A_ns_n'(W/2)}{\kappa_{1n}^2}-\frac{iqB_0}{\kappa_{20}^2}=S,
\label{eq:ez}
\end{equation}
\begin{equation}
S=\frac{i}{k_0}\int\varphi_{20}\left(E_z^{\rm TM,in}-E_z^{\rm TM,out}\right)dy .
\label{eq:S}
\end{equation}
The prefactor of $S$ is $-1/(ik_0)=i/k_0$, because the TM terms were moved to the right-hand side.

The size of $S$ follows from $E_y$, which belongs to TM waves alone and is continuous. In either region the TM part of $E_z$ at the wall is a linear function of $E_y$ at the wall: expand $\varepsilon E_y$ in the profiles $\psi_n$ and multiply each term by the factor read off from \eqref{eq:tm}. The input is the same on both sides, and the two linear maps differ only through the permittivity over the etched height $d$. So $S$ is of order $d$.

Projecting on $\varphi_{2n}$ with $n\ge1$ instead gives a source $S_n$ of the same order. The outside wave then decays as $e^{-\gamma_n(x-W/2)}$, and to leading order $B_n=A_ns_n$. Hence
\begin{equation}
A_n\left(s_n'+\gamma_ns_n\right)=\kappa_n^2S_n,
\end{equation}
with every function taken at $x=W/2$. Both terms in the bracket are positive, so no resonance enlarges $A_n$. Each $A_n$ is of order $d$, and each product $O_{0n}A_n$ with $n\ge1$ is of order $d^2$. This counting needs every $\kappa_n^2$ to stay away from zero. The terms dropped from \eqref{eq:ez}, and the higher TM terms in $S$, carry a factor $1/\kappa^2$, and for some lid distances one order has $\kappa^2$ close to zero. The correction is then still of relative order $d$, but its coefficient is very large.

\textbf{Q.} You count order by order, but the sum runs over arbitrarily fine profiles near a sharp corner.

\textbf{A.} That is a fair limit of the argument. It counts terms and does not prove that the sum keeps their order. I accept it provisionally and require that the resulting error fall in proportion to $d$ in a full calculation.

With the higher orders dropped and $\theta=pW/2$, \eqref{eq:hy} and \eqref{eq:ez} become
\begin{align}
B_0&=A_0\sin\theta,\\
\frac{p}{\kappa_{10}^2}A_0\cos\theta-\frac{iq}{\kappa_{20}^2}B_0&=S .
\end{align}
Inserting the first into the second gives $A_0$, and multiplying by $\sin\theta$ gives
\begin{equation}
B_0\simeq\frac{S\sin\theta}
{\dfrac{p}{\kappa_{10}^2}\cos\theta-\dfrac{iq}{\kappa_{20}^2}\sin\theta}.
\label{eq:B}
\end{equation}

\textbf{Q.} Does it pass your own requirement?

\textbf{A.} I solved the full vector problem with all orders of a vertically discretized slab and a complex $\beta$. From that solution I took $S$ as defined in \eqref{eq:S}, and compared \eqref{eq:B} with the solved $B_0$. The width was held fixed while the etch depth was reduced. The relative errors were:
\begin{center}
\begin{tabular}{ccc}
etch & $W=500$ nm & $W=1000$ nm\\
20 nm & 21\,\% & 26\,\%\\
10 nm & 11\,\% & 14\,\%\\
5 nm & 5.7\,\% & 7.0\,\%
\end{tabular}
\end{center}
Each halving of the etch nearly halves the error, as a dropped relative correction of order $d$ should. The size of the error is not a property of the rib. It depends strongly on the distance of the lids, through the factors $1/\kappa^2$: at a 20~nm etch it runs from about 1\,\% to about 26\,\% for most lid distances tried between 1.05 and 1.6~$\mu$m, and it exceeds a factor of ten when one order has $\kappa^2\approx0$. The halving with $d$ holds in each of these cases. I claim only this trend, not the percentages themselves, and I do not use \eqref{eq:B} to predict a loss. It is useful for showing where the radiated amplitude passes through zero.

The TE amplitude radiated by the two walls is now given by \eqref{eq:B}, with a relative error that order counting and the numerical trend, though not a proof, show to be proportional to the etch depth. It remains to find the widths at which this amplitude vanishes and to test how accurate and how robust those nulls are.
